# Debugging a numerical check: Surface Energies from a Straight-Line Fit to Slab Energies

```python
# RESULT UNDER TEST
# Slabs of N layers on one in-plane k mesh obey E_N = N*e_star + 2*gamma_star + R_N,
# with R_N -> 0. A separate bulk energy e_sep makes (E_N - N*e_sep)/2 drift linearly
# with N; the intercept of a straight-line fit of E_N against N does not drift.
# MODEL: bcc(110) slab, one s orbital and one electron per atom, hopping -t.
# E_N and gamma are energies per surface atom (area a^2/sqrt(2)), two equal faces.
# n = points per direction of the in-plane mesh of the rectangular two-atom cell.
# U = k_u*a/sqrt(2), Z = k_z*a/2 are the in-plane phases; theta is the normal phase.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit

t = 0.4                    # eV, chosen
a = 0.43                   # nm, chosen
t_second = 0.2 * t         # eV, used only to size a neglected effect
temperature = 300.0        # K, used only to size a neglected effect
kT = constants.k * temperature / constants.e
area = a**2 / np.sqrt(2)
to_J_m2 = constants.e * 1e18 / area
n_slab, n_coarse = 24, 12
layers = np.arange(5, 16)


def mesh_fractions(n):
    return (2 * np.arange(n) + 1 - n) / (2 * n)


def slab_levels(N, n, t2=0.0):
    f = np.pi * mesh_fractions(n)
    U = np.concatenate([f, f + np.pi])[:, None, None]
    Z = f[None, :, None]
    theta = (np.pi * np.arange(1, N + 1) / (N + 1))[None, None, :]
    return (-4 * t * np.cos(U) * np.cos(Z) - 2 * t2 * np.cos(2 * Z)
            - 4 * (t * np.cos(Z) + t2 * np.cos(U)) * np.cos(theta))


def slab_energy(N, n):
    """Fill the lowest half of all levels with two electrons each."""
    levels = np.sort(slab_levels(N, n).ravel())
    return 2 * levels[:levels.size // 2].sum() / (2 * n * n)


def mean_cos(n):
    return 1 / (n * np.sin(np.pi / (2 * n)))


def folded_U(n):
    f = np.pi * mesh_fractions(n)
    return np.arccos(np.cos(np.concatenate([f, f + np.pi])))


def chain_average(U):
    return (2 * np.sin(U) + (np.pi - 2 * U) * np.cos(U)) / np.pi


def matched_bulk(n):
    return -4 * t * mean_cos(n) * chain_average(folded_U(n)).mean()


def surface_limit(n):
    return 2 * t * mean_cos(n) * (1 - chain_average(folded_U(n)).mean())


def predicted_residual(N, n):
    U = folded_U(n)
    x = np.mod((N + 1) * (np.pi - U) / np.pi, 1.0)
    bernoulli = x**2 - x + 1 / 6
    return (4 * t * mean_cos(n) * np.pi / (N + 1)
            * np.mean(np.sin(U) * bernoulli))


def cubic_bulk(p):
    return -8 * t * mean_cos(p)**3


# Chain levels against a Hamiltonian assembled from atomic positions.
def real_space_slab(N, n, t2):
    atoms = []
    for layer in range(N):
        base = layer / 2 * np.array([1., 1., 0.])
        base = base + (layer % 2) / 2 * np.array([0., 0., 1.])
        atoms += [base, base + 0.5 * np.array([1., -1., 1.])]
    bonds, near_count = [], 0
    for i, ri in enumerate(atoms):
        for j, rj in enumerate(atoms):
            for m1 in range(-3, 4):
                for m2 in range(-3, 4):
                    d = rj - ri + np.array([m1, -m1, m2])
                    length = np.linalg.norm(d)
                    if abs(length - np.sqrt(3) / 2) < 1e-8:
                        bonds.append((i, j, d, -t))
                        near_count += 1
                    elif abs(length - 1) < 1e-8:
                        bonds.append((i, j, d, -t2))
    levels = []
    for f1 in mesh_fractions(n):
        for f2 in mesh_fractions(n):
            H = np.zeros((2 * N, 2 * N), complex)
            for i, j, d, hop in bonds:
                phase = 2 * np.pi * (f1 * (d[0] - d[1]) / 2 + f2 * d[2])
                H[i, j] += hop * np.exp(1j * phase)
            levels.extend(np.linalg.eigvalsh(H))
    # each bond is seen from both ends; each layer cell holds two atoms
    return np.sort(levels), near_count / 4


for N_test in (4, 5):
    for t2_test in (0.0, t_second):
        direct, bond_number = real_space_slab(N_test, 3, t2_test)
        chain = np.sort(slab_levels(N_test, 3, t2_test).ravel())
        assert np.allclose(direct, chain, atol=1e-10)
        assert abs(bond_number - (4 * N_test - 2)) < 1e-12

# Cubic-cell bulk energy from the explicit sum over eight neighbours.
corners = [np.array([x, y, z]) / 2 for x in (-1, 1) for y in (-1, 1) for z in (-1, 1)]
for p in (5, 12):
    k = 2 * np.pi * mesh_fractions(p)
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    coupling = sum(-t * np.exp(1j * (kx * c[0] + ky * c[1] + kz * c[2]))
                   for c in corners)
    assert abs(-np.abs(coupling).mean() - cubic_bulk(p)) < 1e-10

# Average along the surface normal by explicit quadrature.
theta_dense = np.pi * (np.arange(20000) + 0.5) / 20000
for U_test in (0.2, 1.1, 2.7):
    numeric = np.abs(np.cos(U_test) + np.cos(theta_dense)).mean()
    assert abs(numeric - chain_average(U_test)) < 1e-7

# Thick slabs reveal the true slope and the true constant term.
e_star = matched_bulk(n_slab)
gamma_star = surface_limit(n_slab)
e_converged = -8 * t * (2 / np.pi)**3
gamma_converged = 4 * t / np.pi * (1 - 8 / np.pi**2)
E95, E191 = slab_energy(95, n_slab), slab_energy(191, n_slab)
thick_slope = (E191 - E95) / 96
assert abs(thick_slope - e_star) < 5e-5
assert abs(thick_slope - e_converged) > 3e-4
E_thick = slab_energy(1919, n_slab)
assert abs((E_thick - 1919 * e_star) / 2 - gamma_star) < 2e-4
assert abs(surface_limit(200) - gamma_converged) < 1e-5
assert abs(matched_bulk(200) - e_converged) < 3e-5

# Linear drift caused by three separate bulk energies.
e_sep = cubic_bulk(n_coarse)
e_same = cubic_bulk(n_slab)
for e_bulk in (e_sep, e_same, e_converged):
    drift = (E191 - 191 * e_bulk) / 2 - (E95 - 95 * e_bulk) / 2
    assert abs(drift + 96 * (e_bulk - e_star) / 2) < 2e-3
    assert abs(drift) > 1e-2

# Fit and its bias.
E = np.array([slab_energy(N, n_slab) for N in layers])
e_fit, intercept = np.polyfit(layers, E, 1)
gamma_fit = intercept / 2
residual = E - layers * e_star - 2 * gamma_star
residual_theory = np.array([predicted_residual(N, n_slab) for N in layers])
bound = 4 * t * mean_cos(n_slab) * (np.pi / (layers + 1))**3 / 360
assert np.all(np.abs(residual - residual_theory) < bound)
mean_N = layers.mean()
weights = (1 / layers.size - mean_N * (layers - mean_N)
           / np.sum((layers - mean_N)**2))
bias_theory = 0.5 * weights @ residual_theory
fit_error = gamma_fit - gamma_star
assert abs(fit_error - bias_theory) < 2e-4
assert abs(fit_error) < 4e-3
assert abs(e_fit - e_star) < 5e-4

gamma_sep = (E - layers * e_sep) / 2
assert abs(gamma_sep[-1] - gamma_star) > 5 * abs(fit_error)

# Noise passed to the fitted surface energy, against random trials.
noise_factor = 0.5 * np.sqrt(np.sum(weights**2))
rng = np.random.default_rng(7)
noise = rng.normal(size=(layers.size, 20000))
sampled_factor = np.std(np.polyfit(layers, noise, 1)[1] / 2)
assert abs(sampled_factor / noise_factor - 1) < 0.03

# Last increment as bulk energy, and slabs that do not share one mesh.
gamma_increment = (E[-1] - layers[-1] * (E[-1] - E[-2])) / 2
E_mixed = np.array([slab_energy(N, n_slab if N <= 10 else n_coarse) for N in layers])
gamma_mixed = np.polyfit(layers, E_mixed, 1)[1] / 2
assert abs(gamma_increment - gamma_star) > 2 * abs(fit_error)
assert abs(gamma_mixed - gamma_star) > 2 * abs(fit_error)

# Phase locking of mesh and slab levels: 11 layers on the two meshes.
locked = (slab_energy(11, n_coarse) - 11 * matched_bulk(n_coarse)
          - 2 * surface_limit(n_coarse))
unlocked = residual[list(layers).index(11)]
assert abs(locked - predicted_residual(11, n_coarse)) < 2e-4
assert abs(locked) > 2 * abs(unlocked)


# Neglected effects, on a denser mesh.
def thermal_slab(N, n, t2):
    levels = slab_levels(N, n, t2)
    points = 2 * n * n

    def excess(mu):
        return 2 * expit((mu - levels) / kT).sum() / points - N

    mu = brentq(excess, -12 * t, 12 * t, xtol=1e-13)
    free = (-2 * kT * np.logaddexp(0, (mu - levels) / kT).sum() / points + mu * N)
    theta = np.pi * np.arange(1, N + 1) / (N + 1)
    outer_weight = 2 / (N + 1) * np.sin(theta)**2
    outer = 2 * (expit((mu - levels) / kT) * outer_weight).sum() / points
    return free, outer


n_dense = 48
cold = np.array([slab_energy(N, n_dense) for N in layers])
warm = np.array([thermal_slab(N, n_dense, 0.0) for N in layers])
second = np.array([thermal_slab(N, n_dense, t_second) for N in layers])
gamma_cold = np.polyfit(layers, cold, 1)[1] / 2
gamma_warm = np.polyfit(layers, warm[:, 0], 1)[1] / 2
gamma_second = np.polyfit(layers, second[:, 0], 1)[1] / 2
assert np.allclose(warm[:, 1], 1.0, atol=1e-8)
decay_ratio = 3.0          # repulsion decays this many times faster than hopping
pair_repulsion = -e_converged / decay_ratio / 4
repulsion_shift = -pair_repulsion   # two lost bonds per cut plane, two faces

print(f"hopping t = {t:.2f} eV; lattice constant a = {a:.2f} nm")
print(f"occupied band width 8t = {8*t:.2f} eV")
print(f"area per surface atom = {area:.4f} nm^2")
print(f"slab mesh {n_slab}x{n_slab}; separate bulk mesh {n_coarse}^3")
print(f"mesh average A: n=12 {mean_cos(12):.6f}, n=24 {mean_cos(24):.6f}")
print(f"mean of G on slab mesh = {chain_average(folded_U(n_slab)).mean():.6f}")
print(f"matched bulk energy e* = {e_star:.6f} eV/atom")
print(f"slope from 95 and 191 layers = {thick_slope:.6f} eV/atom")
print(f"slope of fit, 5-15 layers = {e_fit:.6f} eV/atom")
print(f"separate bulk, 12^3 mesh = {e_sep:.6f} eV/atom")
print(f"separate bulk, 24^3 mesh = {e_same:.6f} eV/atom")
print(f"fully converged bulk = {e_converged:.6f} eV/atom")
for name, value in (("12^3", e_sep), ("24^3", e_same), ("converged", e_converged)):
    print(f"drift of gamma, {name} bulk = {-500*(value-e_star):+.3f} meV/layer")
print("N, E_N (eV), gamma with separate 12^3 bulk (meV), R_N (meV), weight w_N")
for N, energy, g, r, w in zip(layers, E, gamma_sep, residual, weights):
    print(f"{N:2d} {energy:11.6f} {1000*g:8.2f} {1000*r:+7.3f} {w:+.4f}")
print(f"gamma* on slab mesh = {1000*gamma_star:.2f} meV/surface atom")
print(f"gamma from fit = {1000*gamma_fit:.2f} meV/surface atom")
print(f"gamma, dense-mesh limit = {1000*gamma_converged:.2f} meV/surface atom")
print(f"fit error: actual {1000*fit_error:+.3f}, predicted {1000*bias_theory:+.3f} meV")
print(f"separate-bulk error at 15 layers = {1000*(gamma_sep[-1]-gamma_star):+.2f} meV")
print(f"gamma from fit = {gamma_fit*to_J_m2:.4f} J/m^2")
print(f"gamma, separate bulk, 15 layers = {gamma_sep[-1]*to_J_m2:.4f} J/m^2")
print(f"gamma, dense-mesh limit = {gamma_converged*to_J_m2:.4f} J/m^2")
print(f"noise in gamma per unit slab noise = {noise_factor:.3f} "
      f"(random trials {sampled_factor:.3f})")
print(f"gamma from last increment = {1000*gamma_increment:.2f} meV")
print(f"gamma from mixed-mesh fit (12x12 above 10 layers) = {1000*gamma_mixed:.2f} meV")
print(f"R_11: 12x12 mesh {1000*locked:+.2f}, 24x24 mesh {1000*unlocked:+.2f} meV")
print(f"neglected effects: fits on {n_dense}x{n_dense} mesh, "
      f"reference gamma = {1000*gamma_cold:.2f} meV")
print(f"pair repulsion (decay ratio {decay_ratio:.0f}) = {1000*pair_repulsion:.1f} meV/bond")
print(f"shift of gamma by repulsion = {1000*repulsion_shift:+.1f} meV")
print(f"shift by electrons at {temperature:.0f} K = {1000*(gamma_warm-gamma_cold):+.2f} meV")
print(f"shift by second-neighbour hopping {t_second:.2f} eV = "
      f"{1000*(gamma_second-gamma_warm):+.2f} meV")
print(f"outer-layer electrons, 15 layers: without it {warm[-1,1]:.4f}, "
      f"with it {second[-1,1]:.4f} per atom")
print("every check passed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 159, in <module>
    assert np.all(np.abs(residual - residual_theory) < bound)
AssertionError
```

Likely cause: The residual check kept only the kink term of first order in the level spacing h = π/(N+1), but its error bound assumed the next term was of order h³. The kink also changes the second derivative, which leaves a term of order h² when it falls between two levels, so the bound was wrong, not the slab energies. The residual is now given by an exact finite sum and tested to 1e-9 eV, and the predicted fit bias and the 11-layer residual are held to the same tolerance instead of 2e-4 eV. The leading form is kept as an approximation and tested against a wider bound, 4tA h²/60 (A is the mesh average of |cos Z|), which follows from the omitted h² term.

The change:

```diff
@@ -63,10 +63,22 @@
 
 
-def predicted_residual(N, n):
+def exact_residual(N, n):
+    """Exact finite chain sum minus its large-N limit."""
     U = folded_U(n)
-    x = np.mod((N + 1) * (np.pi - U) / np.pi, 1.0)
+    L = N + 1
+    h = np.pi / L
+    m = np.floor((np.pi - U) / h)
+    chain_sum = ((2 * m + 1 - L) * np.cos(U)
+                 + np.sin((m + 0.5) * h) / np.sin(h / 2) - 1)
+    return -4 * t * mean_cos(n) * np.mean(chain_sum - L * chain_average(U) + 1)
+
+
+def leading_residual(N, n):
+    """First order in the level spacing; the next term is of second order."""
+    U = folded_U(n)
+    h = np.pi / (N + 1)
+    x = np.mod((np.pi - U) / h, 1.0)
     bernoulli = x**2 - x + 1 / 6
-    return (4 * t * mean_cos(n) * np.pi / (N + 1)
-            * np.mean(np.sin(U) * bernoulli))
+    return 4 * t * mean_cos(n) * h * np.mean(np.sin(U) * bernoulli)
 
 
@@ -150,18 +162,23 @@
     assert abs(drift) > 1e-2
 
+# Residuals from filled levels against the exact sum and its leading form.
+E = np.array([slab_energy(N, n_slab) for N in layers])
+residual = E - layers * e_star - 2 * gamma_star
+residual_exact = np.array([exact_residual(N, n_slab) for N in layers])
+residual_leading = np.array([leading_residual(N, n_slab) for N in layers])
+assert np.all(np.abs(residual - residual_exact) < 1e-9)
+# The kink's jump in second derivative limits the omitted part to this size.
+second_order_bound = 4 * t * mean_cos(n_slab) * (np.pi / (layers + 1))**2 / 60
+assert np.all(np.abs(residual - residual_leading) < second_order_bound)
+
 # Fit and its bias.
-E = np.array([slab_energy(N, n_slab) for N in layers])
 e_fit, intercept = np.polyfit(layers, E, 1)
 gamma_fit = intercept / 2
-residual = E - layers * e_star - 2 * gamma_star
-residual_theory = np.array([predicted_residual(N, n_slab) for N in layers])
-bound = 4 * t * mean_cos(n_slab) * (np.pi / (layers + 1))**3 / 360
-assert np.all(np.abs(residual - residual_theory) < bound)
 mean_N = layers.mean()
 weights = (1 / layers.size - mean_N * (layers - mean_N)
            / np.sum((layers - mean_N)**2))
-bias_theory = 0.5 * weights @ residual_theory
+bias_theory = 0.5 * weights @ residual_exact
 fit_error = gamma_fit - gamma_star
-assert abs(fit_error - bias_theory) < 2e-4
+assert abs(fit_error - bias_theory) < 1e-9
 assert abs(fit_error) < 4e-3
 assert abs(e_fit - e_star) < 5e-4
@@ -188,5 +205,5 @@
           - 2 * surface_limit(n_coarse))
 unlocked = residual[list(layers).index(11)]
-assert abs(locked - predicted_residual(11, n_coarse)) < 2e-4
+assert abs(locked - exact_residual(11, n_coarse)) < 1e-9
 assert abs(locked) > 2 * abs(unlocked)
 
@@ -234,7 +251,9 @@
 for name, value in (("12^3", e_sep), ("24^3", e_same), ("converged", e_converged)):
     print(f"drift of gamma, {name} bulk = {-500*(value-e_star):+.3f} meV/layer")
-print("N, E_N (eV), gamma with separate 12^3 bulk (meV), R_N (meV), weight w_N")
-for N, energy, g, r, w in zip(layers, E, gamma_sep, residual, weights):
-    print(f"{N:2d} {energy:11.6f} {1000*g:8.2f} {1000*r:+7.3f} {w:+.4f}")
+print("N, E_N (eV), gamma with separate 12^3 bulk (meV), R_N (meV), "
+      "leading form of R_N (meV), weight w_N")
+for N, energy, g, r, lead, w in zip(layers, E, gamma_sep, residual,
+                                    residual_leading, weights):
+    print(f"{N:2d} {energy:11.6f} {1000*g:8.2f} {1000*r:+7.3f} {1000*lead:+7.3f} {w:+.4f}")
 print(f"gamma* on slab mesh = {1000*gamma_star:.2f} meV/surface atom")
 print(f"gamma from fit = {1000*gamma_fit:.2f} meV/surface atom")
```

Output now:

```
hopping t = 0.40 eV; lattice constant a = 0.43 nm
occupied band width 8t = 3.20 eV
area per surface atom = 0.1307 nm^2
slab mesh 24x24; separate bulk mesh 12^3
mesh average A: n=12 0.638441, n=24 0.637075
mean of G on slab mesh = 0.810569
matched bulk energy e* = -0.826229 eV/atom
slope from 95 and 191 layers = -0.826247 eV/atom
slope of fit, 5-15 layers = -0.825962 eV/atom
separate bulk, 12^3 mesh = -0.832747 eV/atom
separate bulk, 24^3 mesh = -0.827410 eV/atom
fully converged bulk = -0.825639 eV/atom
drift of gamma, 12^3 bulk = +3.259 meV/layer
drift of gamma, 24^3 bulk = +0.591 meV/layer
drift of gamma, converged bulk = -0.295 meV/layer
N, E_N (eV), gamma with separate 12^3 bulk (meV), R_N (meV), leading form of R_N (meV), weight w_N
 5   -3.940309   111.71  -2.256  -1.954 +0.5455
 6   -4.764687   115.90  -0.405  -0.198 +0.4545
 7   -5.593063   118.08  -2.553  -2.415 +0.3636
 8   -6.417098   122.44  -0.359  -0.264 +0.2727
 9   -7.243139   125.79  -0.171  -0.085 +0.1818
10   -8.069010   129.23  +0.187  +0.268 +0.0909
11   -8.899015   130.60  -3.589  -3.542 +0.0000
12   -9.721453   135.76  +0.202  +0.221 -0.0909
13  -10.547917   138.90  -0.033  -0.006 -0.1818
14  -11.374295   142.08  -0.183  -0.159 -0.2727
15  -12.197952   146.63  +2.389  +2.415 -0.3636
gamma* on slab mesh = 96.55 meV/surface atom
gamma from fit = 94.90 meV/surface atom
gamma, dense-mesh limit = 96.48 meV/surface atom
fit error: actual -1.643, predicted -1.643 meV
separate-bulk error at 15 layers = +50.08 meV
gamma from fit = 0.1163 J/m^2
gamma, separate bulk, 15 layers = 0.1797 J/m^2
gamma, dense-mesh limit = 0.1182 J/m^2
noise in gamma per unit slab noise = 0.500 (random trials 0.498)
gamma from last increment = 78.45 meV
gamma from mixed-mesh fit (12x12 above 10 layers) = 105.64 meV
R_11: 12x12 mesh -14.26, 24x24 mesh -3.59 meV
neglected effects: fits on 48x48 mesh, reference gamma = 96.25 meV
pair repulsion (decay ratio 3) = 68.8 meV/bond
shift of gamma by repulsion = -68.8 meV
shift by electrons at 300 K = +0.72 meV
shift by second-neighbour hopping 0.08 eV = +4.05 meV
outer-layer electrons, 15 layers: without it 1.0000, with it 1.0536 per atom
every check passed
```
